# Fourfold drop in permittivity at a first-order ferroelectric transition

## Result and conditions

For a uniaxial ferroelectric with the sixth-order Landau free energy

$$G=\frac a2P^2+\frac b4P^4+\frac c6P^6-EP,\qquad a=a_0(T-T_0),\quad a_0>0,\ b<0,\ c>0, \tag{1}$$

the small-signal susceptibilities of the two phases at their coexistence temperature $T_c$ obey

$$\frac{\chi_{\rm para}}{\chi_{\rm ferro}}=4, \tag{2}$$

whatever the values of $a_0$, $b$ and $c$. The permittivity falls by the same factor if the background permittivity is negligible.

Here $T_c$ is the temperature at which the two phases have equal free energy in zero field. The susceptibility is taken along the polar axis of a single domain, at constant temperature and zero stress. A sample that switches away from $T_c$, or is measured under other conditions, shows a different factor. The sizes of these changes are worked out below.

$G$ is an energy per volume, $P$ is the soft part of the polarization and $E$ is the field inside the material. The susceptibility is $\chi=dP/dE$, and

$$\varepsilon_r=\varepsilon_b+\frac{\chi}{\varepsilon_0}, \tag{3}$$

where $\varepsilon_b$ contains the vacuum's 1 and the response of everything except the soft polarization.

## Derivation

**Stiffness of each phase.** At equilibrium $\partial G/\partial P=0$, so

$$E=aP+bP^3+cP^5. \tag{4}$$

Differentiating with respect to $P$ at fixed temperature gives the inverse susceptibility, or stiffness:

$$\frac1\chi=\frac{dE}{dP}=a+3bP^2+5cP^4. \tag{5}$$

In the paraelectric phase at zero field $P=0$, hence $1/\chi_{\rm para}=a$.

**Coexistence.** Write $u=P^2$. The paraelectric state has $G=0$ at $E=0$. An equally deep ferroelectric minimum must satisfy $G=0$ and $\partial G/\partial P=0$ with $u\neq0$. Dividing the first condition by $P^2/2$ and the second by $P$ gives

$$a+\frac b2u+\frac c3u^2=0,\qquad a+bu+cu^2=0. \tag{6}$$

Subtracting the first from the second removes $a$:

$$\frac b2u+\frac{2c}3u^2=0\quad\Rightarrow\quad P_s^2=u_s=-\frac{3b}{4c}=\frac{3|b|}{4c}. \tag{7}$$

This is positive because $b<0$. The second condition then fixes $a$:

$$a_c=-bu_s-cu_s^2=\frac{3b^2}{4c}-\frac{9b^2}{16c}=\frac{3b^2}{16c},
\qquad T_c-T_0=\frac{3b^2}{16a_0c}. \tag{8}$$

**Ferroelectric stiffness.** Inserting (7) and (8) in (5),

$$\frac1{\chi_{\rm ferro}}
=\frac{b^2}{c}\left(\frac3{16}-\frac94+\frac{45}{16}\right)
=\frac{3b^2}{4c}=4a_c. \tag{9}$$

The middle term is negative because $3bu_s=-9b^2/(4c)$. Since $1/\chi_{\rm para}=a_c$, equation (2) follows.

If $b$ and $c$ depend on temperature, (2) still holds, because the derivation uses only their values at $T_c$. The second part of (8) then becomes an implicit equation for $T_c$.

## Why the factor is universal

At coexistence the zero-field energy is a cubic polynomial in $u$ that vanishes at $u=0$ and touches zero at $u=u_s$. Its leading coefficient is $c/6$, so

$$G=\frac c6P^2(P^2-P_s^2)^2. \tag{10}$$

Expanding and comparing the coefficients of $P^4$ and $P^2$ gives $b/4=-cu_s/3$ and $a_c/2=cu_s^2/6$, in agreement with (7) and (8).

Near $P=0$ the energy is $(cP_s^4/6)P^2$, whose curvature is $cP_s^4/3$. Near the other minimum put $P=P_s+\delta$. Then $P^2-P_s^2\approx2P_s\delta$ and

$$G\approx\frac c6P_s^2(2P_s\delta)^2=\frac{2c}{3}P_s^4\delta^2, \tag{11}$$

whose curvature is $4cP_s^4/3$. The four is the square of the 2 in $d(P^2)=2P\,dP$. The coefficients set the scales of energy and polarization, but they cancel from the ratio.

The same form gives the barrier between the phases. The derivative of $u(u-u_s)^2$ is $(u-u_s)(3u-u_s)$, so the maximum lies at $u=u_s/3$:

$$G_{\rm barrier}=\frac c6\cdot\frac{u_s}3\cdot\frac{4u_s^2}9=\frac{2cu_s^3}{81}=\frac{|b|^3}{96c^2}. \tag{12}$$

This barrier allows either phase to persist on the wrong side of $T_c$, which is the origin of thermal hysteresis in the model.

## Away from the coexistence temperature

For constant $b$ and $c$, the nonzero solutions of (4) at $E=0$ satisfy $cu^2-|b|u+a=0$. The minimum is the larger root,

$$u=\frac{|b|}{2c}(1+s),\qquad s=\sqrt{1-\frac{4ac}{b^2}}. \tag{13}$$

It exists up to $a=b^2/(4c)$, which defines the upper limit $T_1=T_0+b^2/(4a_0c)$. Therefore

$$s=\sqrt{\frac{T_1-T}{T_1-T_0}}. \tag{14}$$

Replacing $a$ in (5) by $|b|u-cu^2$ gives

$$\frac1{\chi_{\rm ferro}}=-2|b|u+4cu^2=2u(2cu-|b|)=2u|b|s=\frac{b^2}{c}s(1+s). \tag{15}$$

From (13), $1/\chi_{\rm para}=a=(b^2/4c)(1-s^2)$. The factor $1+s$ cancels, and

$$r(T)\equiv\frac{\chi_{\rm para}}{\chi_{\rm ferro}}=\frac{4s}{1-s},\qquad T_0<T<T_1. \tag{16}$$

At $T_c$, $4a_cc/b^2=3/4$, so $s=1/2$ and $r=4$. Three other cases matter:

- As $T\to T_0$, $s\to1$ and $r$ diverges, because the paraelectric phase becomes infinitely soft.
- As $T\to T_1$, $s\to0$ and $r$ vanishes, because the ferroelectric phase becomes infinitely soft.
- At $s=1/5$ the two susceptibilities are equal. Closer to $T_1$ the ferroelectric phase has the larger one.

Equation (16) can be inverted to locate a switching event from a measured ratio:

$$s=\frac r{4+r},\qquad T=T_1-(T_1-T_0)s^2. \tag{17}$$

This use requires a ratio that meets the conditions stated at the start, apart from the temperature.

The slopes of the stiffnesses provide a second signature. From (13), $ds/da=-2c/(b^2s)$, so

$$\frac{d(1/\chi_{\rm ferro})}{da}=\frac{b^2}{c}(1+2s)\frac{ds}{da}=-\frac{2(1+2s)}s. \tag{18}$$

This is $-8$ at $T_c$, while the paraelectric slope is $+1$.

**Continuous transition.** If instead $b>0$, the sixth-order term is negligible close to $T_0$. Below $T_0$, $u\approx|a|/b$ and $1/\chi_{\rm ferro}\approx-|a|+3|a|=2|a|$. At equal small distances above and below $T_0$ the ratio is therefore 2. This compares two temperatures, whereas (2) compares two phases at one temperature.

## Worked example

The following round model parameters are used:

- Curie constant $C_W=1.5\times10^5$ K and $T_0=383$ K
- $b=-8.00\times10^{-3}$ kV/cm per (μC/cm²)³
- $c=1.60\times10^{-5}$ kV/cm per (μC/cm²)⁵

With $P$ in μC/cm² and $E$ in kV/cm, energy density comes out in mJ/cm³. Stiffnesses below are in kV/cm per μC/cm². The Curie–Weiss law $\chi_{\rm para}/\varepsilon_0=C_W/(T-T_0)$ requires $a_0=1/(\varepsilon_0C_W)=0.07529$ in these units per kelvin.

Equations (7) and (8) give

$$P_s=\sqrt{\frac{3(8.00\times10^{-3})}{4(1.60\times10^{-5})}}=\sqrt{375}=19.36\ \text{μC/cm}^2, \tag{19}$$

$$a_c=\frac{3(8.00\times10^{-3})^2}{16(1.60\times10^{-5})}=0.750,\qquad T_c-T_0=\frac{0.750}{0.07529}=9.96\ \text{K}. \tag{20}$$

Thus $T_c=392.96$ K. The ferroelectric stiffness is $4\times0.750=3.000$. In units of $\varepsilon_0$ the susceptibility falls from 15059 to 3765. The barrier (12) is 20.83 mJ/cm³.

The numerical output finds these susceptibilities from the polarizations in small opposite fields, and $T_c$ from a search for equal depths. The same procedure was tested with $(b,c)=(-1,1)$, $(-0.3,2)$ and $(-5,0.7)$ in consistent units. In each case the ratio was 4 within a relative tolerance of $10^{-5}$.

The ferroelectric minimum survives to $T_1=396.28$ K, which is 3.32 K above $T_c$. Switching at other temperatures gives these ratios:

| $T-T_c$ (K) | ratio |
|---:|---:|
| −4 | 11.53 |
| −2 | 6.90 |
| −1 | 5.31 |
| +1 | 2.87 |
| +2 | 1.84 |

The susceptibilities become equal at 395.75 K. A shift of two kelvin thus changes the factor substantially. A cooling run that undercools the paraelectric phase shows a larger drop than a heating run shows as a rise.

## What the measurement changes

Each effect below is added separately to the example. Except for the biased case, the temperature is held at the zero-field $T_c$. The material values introduced here are rough.

**Background permittivity.** With $\varepsilon_b=7$ the permittivities are 15066 and 3772, and their ratio is 3.994. The background matters little here because both soft contributions are large.

**Constant bias.** A small field $E$ lowers the ferroelectric energy by $EP_s$ to first order. A change $\Delta a$ raises it by $P_s^2\Delta a/2$. Equal depths therefore require

$$\Delta a=\frac{2E}{P_s},\qquad \Delta T_c=\frac{2E}{a_0P_s}. \tag{21}$$

The paraelectric energy changes only at second order in $E$. At 1.0 kV/cm the full calculation gives a shift of 1.34 K and a ratio of 3.25 at the new coexistence temperature. The bias must therefore be removed, or included in (4) and (5), before the factor is compared with four.

**Constant entropy.** An alternating field can be too fast for heat to leave the sample. With constant $b$ and $c$, the entropy is $S=S_0(T)-a_0P^2/2$. Let $C$ be the heat capacity per volume at constant $P$. Then $dS=0$ gives

$$\frac CT\,dT=a_0P\,dP. \tag{22}$$

The field in (4) changes with temperature at the rate $(\partial E/\partial T)_P=a_0P$. The stiffness at constant entropy is therefore

$$\left(\frac{dE}{dP}\right)_S=\frac1\chi+a_0P\frac{dT}{dP}=\frac1\chi+\frac{T(a_0P)^2}{C}. \tag{23}$$

The extra term vanishes in the paraelectric phase. With $C=3000$ mJ/(cm³ K) it is 0.278 in the ferroelectric phase, and the ratio becomes $(3.000+0.278)/0.750=4.37$.

**Constant strain.** Above the mechanical resonances the sample cannot change shape during a field cycle. Let $x$ be the three normal strains, $q$ the electrostrictive vector and $M$ the elastic matrix. The energy before the strain relaxes is

$$F(P,x)=G(P)+\frac12(x-qP^2)^{T}M(x-qP^2). \tag{24}$$

Minimization over $x$ returns the stress-free $G$. If the strain is instead frozen at $x=qP_s^2$, a displacement $\delta$ leaves a misfit $-2qP_s\delta$. The added energy is $2P_s^2\delta^2q^TMq$, so

$$\left(\frac{dE}{dP}\right)_x=\frac1\chi+4P_s^2\,q^TMq. \tag{25}$$

The paraelectric stiffness is again unchanged. Take $q=(1.10,-0.45,-0.45)\times10^{-5}$ cm⁴/μC², with diagonal elements of $M$ equal to 180 GPa and off-diagonal elements equal to 80 GPa. The extra stiffness is 24.70 and the isothermal ratio rises to 36.9. At such frequencies heat cannot leave the sample either. In this model, which has no thermal expansion, the last terms of (23) and (25) add, and the ratio is 37.3. This is the largest change found among the measuring conditions treated in this section. It refers to strain frozen during the signal, not to a film held by its substrate while it passes through the transition, for which the transition itself changes. With these $q$ and $M$, holding the two in-plane strains fixed raises the effective $b$ for out-of-plane polarization to about $+7.3\times10^{-3}$. The transition is then continuous, and (2) does not apply.

**Which condition applies.** For a cube of edge $\ell$ with two opposite faces held at the bath temperature and the others insulated, the slowest thermal decay rate is $D(\pi/\ell)^2$, where $D$ is the diffusivity. Division by $2\pi$ gives the crossover frequency $\pi D/(2\ell^2)$. The lowest longitudinal thickness resonance is near $v/(2\ell)$, where $v$ is the speed of longitudinal sound; shear resonances lie somewhat lower. For $\ell=1.0$ mm, $D=1.0$ mm²/s and $v=5.0$ km/s, these frequencies are about 1.6 Hz and 2.5 MHz. Poorer thermal contact lowers the first. The second ignores piezoelectric coupling, which is strong in the ferroelectric phase of this example. For a density of 6.0 g/cm³, one-dimensional estimates place the resonance between electrodes at about 0.85 MHz for a bar poled along its length and 2.1 MHz for a plate. A measurement at 1 kHz on such a cube is then nearly adiabatic and stress-free, so 4.37 is the relevant estimate, not 4.

**Other axes and domains.** In a crystal with three equivalent axes, a small transverse component $P_\perp$ adds the energy $\frac12(a+gP_s^2+hP_s^4)P_\perp^2$. With $g=6.0\times10^{-3}$ and $h=9.0\times10^{-6}$, in the units of $b$ and $c$, the transverse stiffness is

$$0.750+2.250+1.266=4.266. \tag{26}$$

A field across the polar axis therefore sees a ratio of 5.69. If equal volumes of the three domain orientations all feel the same field, the mean susceptibility is $(\chi_\parallel+2\chi_\perp)/3$ and the ratio is 4.99. This estimate leaves out domain-wall motion, which adds to the ferroelectric response and lowers the ratio.

## Effect of an eighth-order term

The factor also depends on ending the expansion at sixth order. Add $dP^8/8$ with $d>0$, and let $u_s$ now denote the new coexistence value of $P^2$. The double zero of the energy at $u_s$ remains, so

$$G=u(u-u_s)^2(K+Lu),\qquad L=\frac d8,\quad K=\frac c6+2Lu_s. \tag{27}$$

The last relation comes from the coefficient of $u^3$, which is $K-2Lu_s=c/6$. Expanding about the two minima as before gives curvatures $2Ku_s^2$ and $8u_s^2(K+Lu_s)$. Their ratio is

$$\frac{\chi_{\rm para}}{\chi_{\rm ferro}}=4\left(1+\frac{Lu_s}{K}\right). \tag{28}$$

For $d=5.0\times10^{-9}$ kV/cm per (μC/cm²)⁷, the eighth-order energy at $P_s$ is 0.079 of the sixth-order energy. Then $Lu_s/K=0.079/(1+2\times0.079)$, and the ratio is 4.27. This $d$ is a small illustrative value. If $\sigma$ is the ratio of the eighth-order to the sixth-order energy at $P_s$ and $c>0$, (28) reads $4[1+\sigma/(1+2\sigma)]$, which is 5.33 at $\sigma=1$ and approaches 6 for large $\sigma$. A measured value near four is thus compatible with the sixth-order model, but it does not establish that higher terms are absent.

## Relation to a real material

The parameters lie in the rough regime of barium titanate near its transition from the cubic to the tetragonal phase, at roughly 390 K. They are not a fit to a specimen. The paraelectric permittivity of 15066 is somewhat above $10^4$, the rough size of the peak in this material. Real samples depart from the single-domain, isothermal, equilibrium model. For the numbers used here, adiabatic measurement moves the factor to 4.37, the equal domain mixture moves it to 4.99, and undercooling by 2 K moves it to 6.90. The adiabatic and undercooling figures also assume constant $b$ and $c$. In barium titanate these coefficients vary with temperature, which changes both figures. Published eighth-order potentials for barium titanate have an eighth-order energy comparable to the sixth-order energy at the transition, for which (28) gives a factor above 5. These estimates should not be added or multiplied without a combined calculation. Thin films also have substrate strain and electrode layers, which are not sized here, so the factor of four should not be used as a design value for them without a separate model.

## Implementation

1. Choose coefficients that refer to the mechanical condition under which the sample passes through the transition. For a free sample these are the stress-free ones, even if the signal is too fast for the strain to follow; step 4 accounts for that. Stress-free and fixed-strain coefficients are not interchangeable.
2. For constant $b$ and $c$, compute $T_c$ from (8) and $T_1$ from $a=b^2/(4c)$. Between $T_0$ and $T_1$, use the larger root in (13) for the ferroelectric phase. The smaller root is the barrier.
3. Evaluate (5) on each branch and add $\varepsilon_b$ through (3). At the actual switching temperature use the ratio of these stiffnesses, which is (16) for constant $b$ and $c$, not the value four.
4. When the frequency calls for it, add the last term of (23), which assumes constant $b$ and $c$, or that of (25) to the isothermal, stress-free ferroelectric stiffness. If both heat flow and strain are blocked, derive the stiffness with both constraints imposed together, using the heat capacity at fixed strain.

## Values computed for the example and the checks

```
Curie constant: 1.5e+05 K
T0: 383.00 K
a0: 0.07529 kV/cm per uC/cm2 per K
b: -8.00e-03 kV/cm per (uC/cm2)^3
c: 1.60e-05 kV/cm per (uC/cm2)^5
Tc: 392.96 K
Tc - T0: 9.96 K
T1: 396.28 K
T1 - Tc: 3.32 K
Ps at Tc: 19.36 uC/cm2
barrier at Tc: 20.83 mJ/cm3
1/chi para at Tc: 0.7500 kV/cm per uC/cm2
1/chi ferro at Tc: 3.0000 kV/cm per uC/cm2
chi/eps0 para at Tc: 15059 (no unit)
chi/eps0 ferro at Tc: 3765 (no unit)
susceptibility ratio at Tc: 4.00000
slope ratio of 1/chi at Tc: -8.000
ratio, continuous transition: 2.000
ratio at Tc -4 K: 11.53
ratio at Tc -2 K: 6.90
ratio at Tc -1 K: 5.31
ratio at Tc +1 K: 2.87
ratio at Tc +2 K: 1.84
temperature of equal chi: 395.75 K
background permittivity: 7 (no unit)
permittivity para, ferro: 15066, 3772
permittivity ratio: 3.994
bias field: 1.0 kV/cm
shift of Tc by bias: 1.34 K
ratio at biased coexistence: 3.25
heat capacity: 3000 mJ/(cm3 K)
adiabatic extra: 0.278 kV/cm per uC/cm2
ratio, adiabatic: 4.37
electrostriction: 1.10e-05, -4.50e-06 cm4/uC2
elastic M11, M12: 180, 80 GPa
clamping extra: 24.70 kV/cm per uC/cm2
ratio, clamped: 36.9
cross term g: 6.0e-03 kV/cm per (uC/cm2)^3
cross term h: 9.0e-06 kV/cm per (uC/cm2)^5
1/chi across axis: 4.266 kV/cm per uC/cm2
ratio, field across axis: 5.69
ratio, equal domain mixture: 4.99
eighth-order d: 5.0e-09 kV/cm per (uC/cm2)^7
eighth/sixth-order energy at Ps: 0.079
ratio with eighth order: 4.272
cube edge: 1.0 mm
thermal diffusivity: 1.0 mm2/s
sound speed: 5.0 km/s
thermal crossover frequency: 1.57 Hz
acoustic resonance: 2.50 MHz
```
